\section*{When an Autocatalytic Acid Amplifier Produces Acid Fastest}

\section{A rate that rises and then falls}

A resist film holds $0.100$ acid-amplifier molecules and $0.020$ acid molecules per nm$^3$ when its bake begins. With the rate law and rate constant given below, acid is produced at $0.00080$ nm$^{-3}$s$^{-1}$ at the start, at $0.00144$ nm$^{-3}$s$^{-1}$ after $33.5$ s, and at $0.00099$ nm$^{-3}$s$^{-1}$ after $60$ s. The acid is the catalyst, and its concentration grows throughout. Why does production slow down, and what fixes the time of the maximum?

An acid amplifier A is a molecule that decomposes under acid catalysis and releases a new acid molecule. With H for the acid, and by-products omitted,
\begin{equation}
\mathrm{A}+\mathrm{H}\longrightarrow 2\,\mathrm{H}.
\end{equation}
The acid on the left survives as catalyst, so each event removes one A and adds one H. I write $A(t)$ and $H(t)$ for the number concentrations, with initial values $A_0$ and $H_0>0$. The production rate is taken as first order in each,
\begin{equation}
r=kAH ,
\end{equation}
where $k$ is in nm$^3$/s. Exposure has ended before $t=0$, the temperature is constant, and the film is well mixed. For now there is no base, no acid loss, no uncatalysed decomposition and no transport.

\section{Simple case: amplifier in great excess}

While very little amplifier has been used, $A$ can be replaced by $A_0$. Then
\begin{equation}
\frac{dH}{dt}=kA_0H,\qquad H=H_0e^{kA_0t}. \label{eq:exp}
\end{equation}
The rate $kA_0H$ grows without end, so this case has no maximum. It does announce its own failure: the acid made cannot exceed $A_0$. The exponential reaches $H=A_0$ at
\begin{equation}
t_{\rm exp}=\frac{\ln(A_0/H_0)}{kA_0}, \label{eq:texp}
\end{equation}
by which time the assumption of unused amplifier has broken down. Depletion must be included.

\section{General case: the amplifier runs out}

The two rate equations are
\begin{equation}
\frac{dH}{dt}=kAH,\qquad \frac{dA}{dt}=-kAH. \label{eq:rates}
\end{equation}
Adding them gives $d(A+H)/dt=0$, so the total is fixed:
\begin{equation}
A+H=S,\qquad S=A_0+H_0. \label{eq:sum}
\end{equation}

To see the competition, take the relative rate of change of $r$. Since $\ln r=\ln k+\ln A+\ln H$ and $k$ is constant,
\begin{equation}
\frac{1}{r}\frac{dr}{dt}
=\frac1H\frac{dH}{dt}+\frac1A\frac{dA}{dt}
=kA-kH. \label{eq:compete}
\end{equation}
The term $kA$ is the gain from having more catalyst. The term $-kH$ is the loss from having less amplifier. The rate rises while $A>H$, falls when $A<H$, and is stationary when $A=H=S/2$.

This is the largest value the rate can take. Put $A=S-H$ and complete the square:
\begin{equation}
r=k(SH-H^2)=k\left[\frac{S^2}{4}-\left(H-\frac S2\right)^2\right].
\end{equation}
The squared term cannot be negative, and for $H_0\le A_0$ it reaches zero when $H=S/2$. In that case
\begin{equation}
r_{\max}=\frac{kS^2}{4}. \label{eq:height}
\end{equation}

The time follows from the ratio $H/A$. Subtracting the two relative rates, instead of adding them, gives
\begin{align}
\frac{d}{dt}\ln\frac HA
&=\frac1H\frac{dH}{dt}-\frac1A\frac{dA}{dt}\nonumber\\
&=kA+kH=kS. \label{eq:ratio}
\end{align}
The right side is constant, so integration from $0$ to $t$ gives
\begin{equation}
\ln\frac HA=\ln\frac{H_0}{A_0}+kSt. \label{eq:line}
\end{equation}
At the maximum $H/A=1$ and the left side is zero. Therefore
\begin{equation}
\boxed{\,t_*=\frac{\ln(A_0/H_0)}{k(A_0+H_0)}\,},\qquad 0<H_0<A_0. \label{eq:main}
\end{equation}
The logarithm in Eq.~(\ref{eq:line}) rises steadily, so it crosses zero once, and the maximum is single.

The acid curve comes from the same line. Let $q=H/A=(H_0/A_0)e^{kSt}$. Since $A=S-H$, we have $H=q(S-H)$, hence $H(1+q)=qS$. Dividing by $q$ gives $H(1+1/q)=S$, or
\begin{equation}
H(t)=\frac{S}{1+(A_0/H_0)e^{-kSt}}. \label{eq:curve}
\end{equation}

\subsection*{Limits}

For $H_0\ll A_0$ we may replace $S$ by $A_0$, and Eq.~(\ref{eq:main}) becomes Eq.~(\ref{eq:texp}). The time at which the simple exponential would have used up all the amplifier is, in this limit, the time of fastest production.

For $H_0$ just below $A_0$, write $H_0=A_0(1-\epsilon)$. Then $\ln(A_0/H_0)=-\ln(1-\epsilon)\approx\epsilon$ and $S\approx2A_0$, so $t_*\approx\epsilon/(2kA_0)$, which goes to zero. At $H_0=A_0$ the maximum is at the start. For $H_0>A_0$, Eq.~(\ref{eq:compete}) is negative from the outset: the rate only falls, and the negative $t_*$ lies before the bake. With $H_0=0$ this model has no reaction at all.

\section{The numbers of the example}

The bake is at $110\,^\circ$C for $60$ s, with $k=0.40$ nm$^3$/s. Then $S=0.120$ nm$^{-3}$ and $kS=0.0480$ s$^{-1}$, so
\begin{equation}
t_*=\frac{\ln 5}{0.0480\ {\rm s^{-1}}}
=\frac{1.6094}{0.0480}\ {\rm s}=33.5\ {\rm s}.
\end{equation}
At that moment $A=H=0.060$ nm$^{-3}$. The amplifier has fallen from $0.100$ to $0.060$ nm$^{-3}$, so $40\%$ of it is used. The fraction is below one half because the seed acid supplies part of the $H$ needed to equal $A$.

The peak rate is
\begin{equation}
r_{\max}=\frac{0.40\times0.120^2}{4}=0.00144\ {\rm nm^{-3}s^{-1}}.
\end{equation}
One litre is $10^{24}$ nm$^3$; dividing by Avogadro's constant converts this to $2.39\times10^{-3}$ mol/(L\,s).

At the end of the bake $kSt=2.88$, and Eq.~(\ref{eq:curve}) gives
\begin{equation}
H=\frac{0.120}{1+5e^{-2.88}}\ {\rm nm^{-3}}=0.0937\ {\rm nm^{-3}}.
\end{equation}
By then $73.7\%$ of the amplifier is used. The peak therefore marks the fastest production and not its completion: much of the acid is made afterwards.

\section{Changing the seed and the loading}

At fixed $A_0$ and $k$, more seed acid lowers the numerator of Eq.~(\ref{eq:main}) and raises its denominator. Both bring the peak forward. For $H_0=0.01$, $0.02$, $0.04$ and $0.08$ nm$^{-3}$, the times are $52.3$, $33.5$, $16.4$ and $3.1$ s.

The loading acts differently. Hold $H_0$ and $k$ fixed and set $x=A_0/H_0$:
\begin{equation}
t_*=\frac{1}{kH_0}\frac{\ln x}{1+x}.
\end{equation}
Its derivative is
\begin{equation}
\frac{dt_*}{dx}=\frac{1}{kH_0(1+x)^2}
\left[\frac{1+x}{x}-\ln x\right].
\end{equation}
The bracket equals $2$ at $x=1$, falls steadily because its derivative is $-1/x^2-1/x$, and becomes negative at large $x$. It has one zero, where
\begin{equation}
x\ln x=x+1,\qquad x=3.591,
\end{equation}
the number being found by a numerical root search. At this ratio $\ln x=(1+x)/x$, so the latest peak is at $1/(kH_0x)=34.8$ s.

More amplifier speeds up each acid molecule's work, but it also raises the acid concentration $S/2$ at which the peak occurs. Below $x=3.591$ the second effect wins and the peak moves later. Above it the first wins. The optimum is flat: at $0.8$ and $1.25$ times this ratio the times are $34.1$ and $34.2$ s. A later peak does not mean less acid. Since $dH/dt=kH(S-H)$, the rate at any given $H$ is larger for a larger loading, so from the same seed the acid concentration is higher at every later time.

\section{Relaxing the assumptions}

Each change below is made alone, with all other settings held at the example's values. The shifts are relative to $33.5$ s and need not add. Where no formula is given for a shift, the modified rate equations were integrated by a Runge--Kutta method and the maximum of the production rate was located on the solution.

\subsection*{Uncatalysed decomposition}

Let the amplifier also decompose by itself with rate constant $k_0$. Then $dH/dt=(kH+k_0)A=k(H+k_0/k)A$. Define $h=H+k_0/k$. Since $dh/dt=dH/dt$, the pair $(h,A)$ obeys the original equations, and
\begin{equation}
t_*=\frac{\ln[A_0/(H_0+k_0/k)]}{k(A_0+H_0+k_0/k)},\qquad A_0>H_0+k_0/k.
\end{equation}
For $k_0\to0$ this returns Eq.~(\ref{eq:main}). Self-decomposition acts as a little extra seed. With $k_0=10^{-4}$ s$^{-1}$ the extra seed is $0.00025$ nm$^{-3}$, and the peak is $0.3$ s earlier. The peak now exists even for $H_0=0$, so unexposed film can also turn acidic if baked long enough.

\subsection*{Acid loss}

If acid disappears at a rate $\lambda H$, the production rate is still $r=kAH$, but $H^{-1}dH/dt=kA-\lambda$. Equations~(\ref{eq:compete}) and (\ref{eq:ratio}) become
\begin{align}
\frac1r\frac{dr}{dt}&=k(A-H)-\lambda,\\
\frac{d}{dt}\ln\frac HA&=k(A+H)-\lambda.
\end{align}
The second line says that $H/A$ climbs more slowly, which delays the peak. The first says that the peak comes at $A-H=\lambda/k$, before $H$ has caught up with $A$, which advances it. In the example, with $\lambda=10^{-3}$ s$^{-1}$, the two nearly cancel: the net shift is $-0.03$ s. This is an accident of the ratio $A_0/H_0=5$. To first order in $\lambda$, the peak condition gives $\ln(H/A)\approx-2\lambda/(kS)$, an advance of $2\lambda/(kS)^2$, while the term $-\lambda$ in the second line alone gives a delay of $\lambda t_*/(kS)$. The loss also makes $A+H$ fall with time, which adds a further delay. For small $\lambda$ the delay therefore wins when $kSt_*=\ln(A_0/H_0)$ exceeds $2$; numerically the first-order shift already changes sign near $A_0/H_0=5.2$, where the logarithm is $1.65$. For strong loss the rule fails: at $A_0/H_0=8$, with $A_0$ and $k$ as in the example and $\lambda=0.02$ s$^{-1}$, the peak comes $3.9$ s earlier, and for $\lambda\ge k(A_0-H_0)$ the rate falls from the start.

\subsection*{Warm-up}

When $k$ varies with time, Eq.~(\ref{eq:line}) holds with $kt$ replaced by $\int_0^t k(t')\,dt'$. If $k(t)$ has settled to its final value $k$ well before the peak, the extra term $k(t)^{-1}dk/dt$ that Eq.~(\ref{eq:compete}) gains from $\ln k$ has vanished there, the peak is again at $A=H$, and the delay is
\begin{equation}
\delta t=\int_0^\infty\left[1-\frac{k(t)}{k}\right]dt .
\end{equation}
For instant heating it vanishes. I take a wafer that warms from $23\,^\circ$C towards $110\,^\circ$C exponentially with time constant $3$ s, and $k\propto\exp(-E/k_{\rm B}T)$ with $E=1.1$ eV and $T$ in kelvin. The peak then comes $7.9$ s later. The delay exceeds the time constant because $k$ depends so strongly on temperature: after one time constant the wafer is at $78\,^\circ$C, and $k$ is still only about $5\%$ of its final value. A plate that is steadily $1$ K too cool adds $3.1$ s, about $9\%$, through the factor $1/k$ in Eq.~(\ref{eq:main}).

\subsection*{Finite encounter rate and quencher}

Acid must diffuse to its partner. Let the acid diffusivity be $D$, the partner be fixed, and reaction occur at distance $R$. In steady radial flow the current $J=4\pi\rho^2D\,dc/d\rho$ is the same at every radius $\rho$. Integrating $dc/d\rho=J/(4\pi D\rho^2)$ from $R$ to infinity gives $c_\infty-c_R=J/(4\pi RD)$. If every contact reacts, $c_R=0$ and the rate constant is $k_D=4\pi RD$. If instead $J=kc_R$, then
\begin{equation}
\frac{c_\infty}{J}=\frac1k+\frac1{k_D},
\end{equation}
which is the inverse of the effective rate constant. Since $t_*$ is proportional to that inverse, it grows by the fraction $k/k_D$.

A diffusion length $\sqrt{2Dt}=10$ nm over the bake gives $D=0.833$ nm$^2$/s. With $R=0.7$ nm, $k_D=7.33$ nm$^3$/s, and the delay is $1.8$ s. Encounters are faster before the steady flow has built up, which shortens this by a few tenths of a second. The formula also treats each partner as isolated, whereas spheres of radius $R$ at $0.1$ nm$^{-3}$ fill about $14\%$ of the volume, so the figure is a rough estimate. The estimate applies if $0.40$ nm$^3$/s is the constant at contact; a value of $k$ fitted to a film already contains it.

A base quencher Q removes acid by neutralisation, here at the rate $k_DHQ$. If this finished before any amplification, $H_0$ would simply be replaced by $H_0-Q_0$. For $Q_0=0.005$ nm$^{-3}$ that limit gives a delay of $7.7$ s. With the finite steady rate the peak comes $6.1$ s later; including the faster early encounters, $k_D[1+R/\sqrt{\pi Dt}]$, raises this to about $6.4$ s.

\subsection*{A line pattern}

The example is a large, evenly exposed area. In a pattern, acid also spreads sideways:
\begin{equation}
\frac{\partial H}{\partial t}=kAH+D\frac{\partial^2H}{\partial y^2},\qquad
\frac{\partial A}{\partial t}=-kAH,
\end{equation}
with the amplifier immobile. I start from $H=\frac12H_0[1+\cos(2\pi y/p)]$ with pitch $p=32$ nm, so that the line centre has the same initial acid as before. Solved on a periodic grid of $64$ cells with the $D$ above, the production rate at the centre peaks $5.4$ s later, at $0.00114$ nm$^{-3}$s$^{-1}$. That is $21\%$ below the uniform case. Setting $D=0$ uncouples the points and returns Eq.~(\ref{eq:main}) with the local seed.

\subsection*{Few molecules}

A cube of side $10$ nm contains on average $20$ seeds and $100$ amplifiers. Let it be sealed, with volume $V$, $n$ acid molecules and a fixed total $N=SV$. The jump $n\to n+1$ has rate $(k/V)n(N-n)$. Averaging, with $\langle n^2\rangle=\langle n\rangle^2+{\rm Var}(n)$, gives
\begin{equation}
\langle r\rangle=\frac{k}{V^2}\Big[\langle n\rangle(N-\langle n\rangle)-{\rm Var}(n)\Big].
\end{equation}
The first term cannot exceed $kS^2/4$, so randomness lowers the mean peak. Propagating the probabilities of all $n$ with a matrix exponential, from exactly $20$ seeds, gives a peak $1.6\%$ lower and $0.08$ s earlier. In four times the volume the lowering is $0.4\%$, which shows the approach to the continuous law.

These figures concern the mean over many cubes that start alike. The seed number also varies from cube to cube, and with it the time at which production in a cube is expected to peak. For Poisson statistics the standard deviation is $\sqrt{20}=4.47$. Equation~(\ref{eq:main}) with one deviation fewer or more seeds, at fixed $A_0$, gives $40.3$ or $28.3$ s. The randomness of the reaction adds a spread of similar size: among cubes that all start with $20$ seeds and $100$ amplifiers, the time at which $n$ reaches $N/2$ has a standard deviation of about $5.4$ s, and with Poisson seed numbers it is about $8.5$ s. These times are for sealed cubes. In a film where acid diffuses about $10$ nm during the bake, neighbouring cubes share their acid and the spread is smaller.

\section{Beside a real resist}

The example is modelled on a chemically amplified resist with a sulfonic-acid amplifier. A bake near $100\,^\circ$C for about a minute and a loading of order $0.1$ molecule per nm$^3$ are roughly typical. The rate constant varies widely with the amplifier's structure, the polymer and the temperature; here it was chosen to put the peak inside the bake. The other parameters in the last section are likewise rough choices. Among the shifts found, warm-up ($+7.9$ s), quencher ($+6.1$ s) and diffusion in a fine pattern ($+5.4$ s) are the largest systematic ones, between $16\%$ and $24\%$ of $t_*$. The quencher loading taken here can neutralise only a quarter of the seed acid. If the base loading is closer to that of the seed acid, Eq.~(\ref{eq:main}) with the unneutralised $H_0$ is not a usable estimate. The rate law itself also needs care. If the amplifier first loses a protecting group and releases its acid in a slow second step, production depends on the intermediate, and $r=kAH$ no longer describes it.

Numerical values quoted here were computed with a short program.
